Is second sound in a crystal just elastic sound carrying extra heat?

**Question**

I work on heat removal from chips and keep meeting "second sound", a heat pulse that crosses a cold, pure crystal as a wave instead of diffusing. Heat in an insulator is carried by phonons, and phonons are quantized sound. So is second sound simply an elastic wave that transports extra heat? If it isn't, what oscillates, does the crystal's density oscillate with it, and could I expect it in a chip?

**Answer**

No. What oscillates is the temperature of the phonon population, together with its drift. The density of phonons oscillates too, but the mass density of the crystal hardly does. To see how little, we need the thermal wave first and then its coupling to the lattice.

**The phonon gas as a medium**

Take an isotropic crystal far below its Debye temperature, with one longitudinal branch of speed cL and two transverse branches of speed cT. A phonon of wavevector K on branch s has frequency ω = v_s K, energy E = ħω and quasi-momentum ħK. Normal collisions conserve total energy and quasi-momentum. Resistive collisions (umklapp, defects) conserve energy but destroy quasi-momentum. Their times are τN and τR.

If normal collisions are frequent, they establish a Bose distribution with a drift velocity u along x:

n = 1/{exp[(E − ħK_x u)/(kB T)] − 1}.

Let the temperature be T + θ, with θ and u small. With μ the cosine of the angle between K and x, K_x = Eμ/(ħv_s), and to first order

δn = (−∂n₀/∂E) E [θ/T + μu/v_s].

The heat capacity per volume of branch s is C_s = (1/T) ∑ E²(−∂n₀/∂E), summed over its modes, so each sum of E²(−∂n₀/∂E) equals C_s T. The directional average of μ² is 1/3, and odd powers of μ average to zero. With C = ∑C_s, three quantities follow.

Heat flux, summing E v_s μ δn:
q = CTu/3.

Quasi-momentum density, summing (Eμ/v_s) δn:
P = (Tu/3) ∑ C_s/v_s².

Change of quasi-momentum flux, summing (Eμ/v_s)(v_s μ) δn:
δΠ = Cθ/3.

The balance laws are

C ∂θ/∂t = −∂q/∂x,
∂P/∂t = −∂(δΠ)/∂x − P/τR.

Dividing P by q gives P = q/(3c2²), where

c2² = C/(3 ∑ C_s/v_s²).

Multiplying the second law by 3c2² turns it into

∂q/∂t = −C c2² ∂θ/∂x − q/τR.

The density of modes at a given frequency is proportional to 1/v_s³, hence so is C_s, and

c2² = (1/3)(cL⁻³ + 2cT⁻³)/(cL⁻⁵ + 2cT⁻⁵).

If all branches had one speed v, this would be c2 = v/√3. For cT < cL, write r = cT/cL. Then c2² = (cT²/3)(r³ + 2)/(r⁵ + 2) < cT²/2, because the numerator is below 3 and the denominator above 2. Second sound is therefore slower than both elastic waves in this model.

**When it is a wave**

For a pattern exp(ikx + λt) with real k, the laws give λCθ = −ikq and (λ + 1/τR)q = −ikCc2²θ. Eliminating q,

λ² + λ/τR + c2²k² = 0,
λ = −1/(2τR) ± i√[c2²k² − 1/(4τR²)].

Oscillation requires 2c2kτR > 1. In the opposite limit, 2c2kτR ≪ 1, the slow root is λ ≈ −c2²τR k², which is ordinary diffusion with diffusivity c2²τR.

Normal collisions must also be fast enough. To find their damping, leave out resistive collisions and write δn = (−∂n₀/∂E)E φ. The kinetic equation is

∂φ/∂t + v_s μ ∂φ/∂x = −(φ − φ_loc)/τN,

where φ_loc = A + Bμ/v_s has the same energy and quasi-momentum as φ. Let ⟨…⟩ average over directions and over branches weighted by C_s/C. For a wave moving toward +x, energy balance gives c2θ = Tu/3, so the leading solution is proportional to

X = 1 + 3c2μ/v_s.

Put λ = −ic2k − ΓN and φ = X + φ₁. To first order in τN, the kinetic equation gives

φ₁ = −ikτN(v_s μ − c2)X + (a part of the form A + Bμ/v_s).

Now multiply the kinetic equation by X and average. Collisions drop out, because X is built from conserved quantities, leaving

ΓN⟨Xφ⟩ = ik⟨X(v_s μ − c2)φ⟩.

Since ⟨1/v_s²⟩ = 1/(3c2²), we have ⟨X²⟩ = 1 + 1 = 2 and ⟨v_s μX²⟩ = 2c2. The term φ = X therefore contributes nothing on the right. The conserved part of φ₁ is a mixture of X and Y = 1 − 3c2μ/v_s. Y contributes nothing either, as ⟨XY⟩ = 0 and ⟨v_s μXY⟩ is odd in μ. What remains is

2ΓN = k²τN⟨(v_s μ − c2)²X²⟩
= k²τN[⟨v²⟩/3 + 9c2²/5 − 4c2² + 2c2²],

where ⟨μ⁴⟩ = 1/5 was used. Thus

ΓN = aτN k², a = ⟨v²⟩/6 − c2²/10.

If τN depends on phonon frequency, it stays inside the average, and the heat-capacity-weighted mean time enters. To leading order the total decay rate is Γ = 1/(2τR) + aτN k². Relative to c2k it is

Γ/(c2k) = 1/(2c2τR k) + aτN k/c2.

The first term falls with k and the second rises. They are equal at k = 1/√(2aτNτR), where the sum has its minimum, √(2aτN/τR)/c2. Within this expansion, weakly damped second sound thus needs τN ≪ τR; choosing a favourable wavelength cannot replace that gap.

**How much the lattice moves**

Let ε be the strain along x, positive in expansion, so that δρ/ρ = −ε. Suppose strain changes every phonon frequency from ω to ω(1 − γε), with γ the Grüneisen number. The phonon free energy is then proportional to −T⁴(1 − γε)⁻³. At zero strain the phonon energy density is e = F − T∂F/∂T = −3F, so the phonon stress is ∂F/∂ε = 3γF = −γe. Heating by θ changes it by −γCθ: for positive γ, the warm region pushes outward.

With ρcL² the isothermal stiffness, the lattice obeys

ρ ∂²ε/∂t² = ρcL² ∂²ε/∂x² − γC ∂²θ/∂x².

The same free energy gives an entropy change γCε under strain, so heat balance becomes

C ∂θ/∂t + γCT ∂ε/∂t = −∂q/∂x.

The equation for q is unchanged: at uniform temperature a Bose distribution of the local phonon energies is stationary even in a strained crystal, so strain alone drives no heat flow.

Neglect damping and let everything depend on x − Vt. Eliminating q gives

(V² − c2²)θ = −γTV²ε,
(cL² − V²)ε = γCθ/ρ.

Substituting the second into the first,

(V² − c2²)(V² − cL²) = (γ²CT/ρ)V².

When γ²CT/(ρcL²) is tiny and the speeds are well separated, there are two distinct modes.

Second sound, V ≈ c2:
ε = γCθ/[ρ(cL² − c2²)].

Longitudinal elastic sound, V ≈ cL:
ε = −(θ/γT)(1 − c2²/cL²).

The signs differ. For positive γ, in second sound the warm region is slightly expanded; in elastic sound the warm region is the compressed one.

**Numbers for a cold crystal**

Take rough values in the regime of very pure sodium fluoride at 15 K: cL = 6 km/s, cT = 3.5 km/s, ρ = 2.8 g/cm³, γ = 1, τN = 0.05 μs and τR = 1 μs. The temperature pattern has wavelength 4 mm (k = 1.571 mm⁻¹) and amplitude 10 mK.

The speed formula gives c2 = 2.08 km/s. Over 8 mm, longitudinal sound takes 1.33 μs, transverse sound 2.29 μs and second sound 3.84 μs.

The longitudinal branch holds 9.03% of the heat capacity, so ⟨v²⟩ = 0.0903 × 36 + 0.9097 × 12.25 = 14.39 km²/s² and a = 14.39/6 − 4.34/10 = 1.96 km²/s². Hence ΓN = 0.24 μs⁻¹, and Γ = 0.50 + 0.24 = 0.74 μs⁻¹. The angular frequency is √(3.27² − 0.50²) = 3.23 rad/μs.

Start the pattern with no heat flux. After half a period, 0.97 μs, a hot crest has become a cold trough of −10 e^(−0.74 × 0.97) = −4.9 mK. Diffusion would flatten the crest without reversing it. A numerical solution of the kinetic equation, resolved in branch and direction and including both kinds of collision, also gives −4.9 mK when τN is independent of frequency (about −5.3 mK if the normal rate grows as frequency squared at the same mean τN). The damping is still substantial: in 3.84 μs this component falls to about 6% of its initial amplitude.

For the strain, C = 7.06 × 10⁻³ J/(cm³ K), and ρ(cL² − c2²) = 8.86 × 10⁴ J/cm³. Therefore

ε = (7.06 × 10⁻⁵)/(8.86 × 10⁴) = 8.0 × 10⁻¹⁰.

Elastic sound with the same 10 mK amplitude would need a strain of (0.010/15)(1 − 0.121) = 5.9 × 10⁻⁴, about 700,000 times larger. Conversely, elastic sound with the strain of this second sound would have a temperature amplitude of only about 14 nK.

Meanwhile the phonon number density, proportional to T³, changes by 3θ/T = 0.2%. In an undamped travelling wave of this amplitude the phonon drift is u = 3c2θ/T = 4.2 m/s, while the lattice velocity is c2ε = 1.7 μm/s. The heat flux Cc2θ is 15 W/cm². The phonons drift about 2.5 million times faster than the lattice moves.

**Real crystals and chips**

Second sound has been observed in very pure sodium fluoride at roughly these temperatures. The model simplifies that crystal. Elastic anisotropy makes the transverse speed depend on direction. As a rough gauge of its effect, changing cT to 3.2 or 3.9 km/s moves c2 to 1.9 or 2.3 km/s. In a sine-law estimate, dispersion slows a transverse phonon at the mean thermal frequency by about 5%, and by about 8% on a heat-capacity-weighted average. In the same estimate c2 falls to about 1.9 km/s and C rises by about 13%, so the example's figures are model values, good to roughly 10% for the real crystal at best. If the normal rate grows as frequency squared at the same mean τN, the numerical decay rate falls from 0.73 to about 0.65 μs⁻¹. The leading-order formula gives the same rate for both laws, so this difference shows the limit of that expansion. The collision times themselves are rough and depend on the sample.

A chip at room temperature usually breaks the assumption τN ≪ τR, since umklapp scattering is then strong, and defects and surfaces add to it. Silicon at 300 K is also at nearly half its Debye temperature, outside the low-temperature model used here, so the figures below illustrate the trend and are not values for silicon. How cold is cold enough depends on the material: graphite has shown second sound above 100 K. With the example's speeds, the leading-order least damping ratio Γ/(c2k) is 0.21 for the times above (the kinetic equation gives about 0.15 if the normal rate grows as frequency squared). Setting τN = τR in the same formula gives about 0.95. This is an extrapolation and not an accurate value, because c2kτN is then no longer small; the kinetic equation gives lower ratios, though still above about 0.6 wherever a collective mode exists. It shows only that the condition for weakly damped second sound is not met. At the fixed 4 mm wavelength, the balance laws also lose their oscillation once τR drops below 0.15 μs. Making a device smaller raises k, which helps against resistive collisions if τR stays the same. Closer surfaces that scatter phonons diffusely shorten τR, however, and can cancel this gain. Moreover, as kv_sτN approaches one, phonons cross more of the pattern between normal collisions and their common drift is gradually lost. A low temperature or a short length is therefore not enough: for weakly damped second sound of the drifting-gas kind described here, the time 1/(c2k), 0.31 μs in the example, must lie well between the two collision times.

The numerical output below lists the main values used here.

Table of computed values

```
INPUTS (rough, sodium fluoride regime)
temperature: 15 K
longitudinal sound speed: 6 km/s
transverse sound speed: 3.5 km/s
mass density: 2.8 g/cm3
Grueneisen number: 1
normal time: 0.05 us
resistive time: 1 us
pattern wavelength: 4 mm
temperature amplitude: 10 mK
SPEED AND ARRIVAL
heat capacity: 7.056e-03 J/(cm3 K)
longitudinal share of heat capacity: 0.0903
second-sound speed, formula: 2.0837 km/s
second-sound speed, Bose integrals: 2.0837 km/s
path length: 8 mm
arrival, longitudinal sound: 1.33 us
arrival, transverse sound: 2.29 us
arrival, second sound at c2: 3.84 us
DAMPING AND WINDOW
wave number k: 1.5708 1/mm
c2*k*tau_n: 0.164
c2*k*tau_r: 3.27
resistive decay rate: 0.5000 1/us
normal-collision decay rate: 0.2424 1/us
total decay rate, formula: 0.7424 1/us
total decay rate, kinetic: 0.7339 1/us
angular frequency, formula: 3.2347 rad/us
angular frequency, kinetic: 3.2304 rad/us
half period: 0.9712 us
dT after half period, formula: -4.86 mK
dT after half period, kinetic: -4.91 mK
tau_r below which no oscillation: 0.153 us
least damping ratio, these times: 0.213
same, equal times (extrapolated): 0.951
WHAT MOVES (amplitudes)
phonon number change: 2.000e-03
phonon drift velocity: 4.17 m/s
heat flux, lossless wave: 14.7 W/cm2
strain in second sound: 7.960e-10
lattice velocity in second sound: 1.66 um/s
lattice displacement: 5.067e-04 nm
elastic-sound strain at same dT: 5.863e-04
ratio of the two strains: 7.365e+05
NEGLECTED EFFECTS
phonon slowing by dispersion (sine law): 4.96 %
c2 if transverse speed is 3.2 km/s: 1.9 km/s
c2 if transverse speed is 3.9 km/s: 2.33 km/s
heat capacity change over dT: 0.2 %
decay, normal rate ~ frequency^2: 0.655 1/us
ang. frequency, same case: 3.24 rad/us
```
